# Counting the singlets of six electrons in six orbitals

## The problem

Methylene, CH₂, is an open-shell carbon species found in the hot gas from which diamond films are deposited. Its six valence electrons occupy orbitals made from six valence atomic orbitals: carbon 2s and 2p, and one 1s on each hydrogen. A complete-active-space calculation distributes the six electrons over the six orbitals in every way that the Pauli principle allows.

A configuration-state function (CSF) is a combination of determinants with definite orbital occupations and definite total spin $S$ and projection $M$. How many linearly independent singlet CSFs does this active space contain? Use Weyl's dimension formula, confirm the number by a separate argument, and say what it means for a calculation on CH₂.

The orbitals are orthonormal, the core is doubly occupied and inert, and the Hamiltonian contains no spin operators. Point-group symmetry is left aside until the example.

## A tempting solution

A singlet has $M=0$, so three electrons have spin $\alpha$ and three have spin $\beta$. Let $I$ be the set of orbitals holding $\alpha$ electrons and $J$ the set holding $\beta$ electrons. Each can be chosen in $\binom63=20$ ways, which gives $20\times20=400$ determinants

$$D_{IJ}=A_I^\dagger B_J^\dagger|0\rangle ,$$

where $A_I^\dagger$ creates the $\alpha$ electrons of $I$ and $B_J^\dagger$ the $\beta$ electrons of $J$, each in order of increasing orbital number.

For two electrons in two different orbitals $a$ and $b$, the sum $D_{ab}+D_{ba}$ is the singlet and the difference is the triplet. Apply the same rule here. The 20 determinants with $I=J$ are closed-shell singlets. The other 380 form 190 pairs, and each pair gives one sum and one difference. The number of singlets would then be

$$20+\frac{380}{2}=210 .$$

## Where it fails

The rule for two open shells does not carry over to four. Take four singly occupied orbitals and write the spins in orbital order, with the creation operators in that order too. The raising operator

$$S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}$$

then replaces one $\beta$ by $\alpha$ in place, without a sign. The six arrangements with $M=0$ form three spin-reversed pairs:

$$P_1=\alpha\alpha\beta\beta+\beta\beta\alpha\alpha,\quad
P_2=\alpha\beta\alpha\beta+\beta\alpha\beta\alpha,\quad
P_3=\alpha\beta\beta\alpha+\beta\alpha\alpha\beta .$$

These are the sums $D_{IJ}+D_{JI}$, apart from an overall sign. A singlet must be annihilated by $S_+$, because it has no component with $M=1$. But

$$S_+P_1=\alpha\alpha\alpha\beta+\alpha\alpha\beta\alpha+\alpha\beta\alpha\alpha+\beta\alpha\alpha\alpha\equiv W\neq0 .$$

The same calculation gives $S_+P_2=S_+P_3=W$. No single pair is a singlet. The differences $P_1-P_2$ and $P_2-P_3$ are singlets, and they are the only independent ones, since $S_+(c_1P_1+c_2P_2+c_3P_3)=(c_1+c_2+c_3)W$ vanishes only when the coefficients sum to zero. The remaining combination, $P_1+P_2+P_3$, contains all six arrangements with equal weight. It is symmetric in the four spins and is therefore the $M=0$ member of a quintet.

To see what the number 210 does count, rotate all spins by $\pi$ about the $y$ axis, so that $\alpha\to\beta$ and $\beta\to-\alpha$. The three $\beta$ electrons supply $(-1)^3$, and moving three creation operators past three others supplies $(-1)^9$. Thus

$$D_{IJ}\;\to\;(-1)^3B_I^\dagger A_J^\dagger|0\rangle=(-1)^3(-1)^9A_J^\dagger B_I^\dagger|0\rangle=D_{JI}.$$

A state with spin $S$ and $M=0$ transforms like a symmetrized product of $2S$ spins one-half, $S$ of them up and $S$ down. The rotation returns that product with one minus sign for each down spin, that is, with the factor $(-1)^S$. The sums $D_{IJ}+D_{JI}$ therefore span all states of even $S$: singlets and quintets together. The pairing separates even from odd spin, which identifies the singlets only if quintets are absent.

## The solution with Weyl's formula

Define the spin-summed excitation operators

$$E_{pq}=\sum_{\sigma=\alpha,\beta}a^\dagger_{p\sigma}a_{q\sigma}.$$

They generate the unitary transformations of the six spatial orbitals, the group U(6). To see that they preserve spin, use

$$[a_i^\dagger a_j,\,a_k^\dagger a_l]=\delta_{jk}a_i^\dagger a_l-\delta_{il}a_k^\dagger a_j .$$

In $[E_{pq},S_+]$ the first term survives for $\sigma=\alpha$ and the second for $\sigma=\beta$:

$$[E_{pq},S_+]=a^\dagger_{p\alpha}a_{q\beta}-a^\dagger_{p\alpha}a_{q\beta}=0 .$$

Taking the adjoint, with $E_{pq}^\dagger=E_{qp}$, gives $[E_{qp},S_-]=0$ for all $p,q$. Since $2S_z=[S_+,S_-]$, the $E_{pq}$ commute with $S_z$ as well. They turn singlets into singlets.

Now consider the closed-shell determinant with orbitals 1, 2 and 3 doubly occupied. For $p<q$, $E_{pq}$ moves an electron from orbital $q$ to the lower orbital $p$. If $q\ge4$ there is no electron to move. If $q\le3$, orbital $p$ is already full. All these operators annihilate the determinant, which makes it a highest-weight vector. Its weight is the list of occupations,

$$\lambda=(2,2,2,0,0,0).$$

Repeated application of the $E_{pq}$ to this vector generates an irreducible representation of U(6). Weyl's theorem gives its dimension:

$$\dim(\lambda)=\prod_{1\le i<j\le6}\frac{\lambda_i-\lambda_j+j-i}{j-i}.$$

When $\lambda_i=\lambda_j$ the factor is one. The pairs that remain have $i\le3$ and $j\ge4$, with $\lambda_i-\lambda_j=2$. Collecting the three values of $j$ for each $i$ gives

$$i=1:\quad\frac53\cdot\frac64\cdot\frac75=\frac72,$$

$$i=2:\quad\frac42\cdot\frac53\cdot\frac64=5,$$

$$i=3:\quad\frac31\cdot\frac42\cdot\frac53=10 .$$

The dimension is

$$\frac72\times5\times10=175 .$$

One point is still open. The 175 functions generated from the closed-shell determinant are all singlets, but there might be other singlets that this procedure does not reach. So far 175 is a lower bound. A count of the whole singlet space closes the gap.

## The whole singlet space

The two standard forms of the total spin operator are

$$S^2=S_-S_++S_z(S_z+1)=S_+S_-+S_z(S_z-1).$$

Consider the states with projection $M'\ge1$. Their total spin satisfies $S\ge M'$, so the eigenvalues of $S_+S_-$ obey

$$S(S+1)-M'(M'-1)\ge M'(M'+1)-M'(M'-1)=2M'>0 .$$

Hence $S_+S_-$ is invertible in this sector. Every state $\phi$ there can be written as $S_+\left[S_-(S_+S_-)^{-1}\phi\right]$, where the bracket has projection $M'-1$. With $M=M'-1$, this says that $S_+$ maps the sector $M\ge0$ onto the whole sector $M+1$.

The states that $S_+$ annihilates in sector $M$ satisfy $S^2\psi=M(M+1)\psi$, so they have $S=M$. Conversely, a state with $S=M$ cannot be raised. The number of CSFs with $S=M$ is therefore the dimension of sector $M$ minus that of sector $M+1$.

For singlets the first sector has three $\alpha$ and three $\beta$ electrons, and the second has four and two:

$$\binom63\binom63-\binom64\binom62=400-225=175 .$$

The singlet space has dimension 175, and the representation found above fills it completely. The lower bound is the answer. Numerically, the explicit matrix of $S_+$ has rank 225, as the argument requires, and the singlet space contains one independent highest-weight vector.

The same count exposes the surplus in the tempting solution. Quintets have $S=2$, so

$$\binom65\binom61-\binom66\binom60=36-1=35,$$

and $210-35=175$.

## The general formula

Let $n$ orbitals hold $N$ electrons with spin $S$, and set $p=N/2+S$ and $q=N/2-S$, the numbers of $\alpha$ and $\beta$ electrons when $M=S$. The subtraction reads

$$D(n,N,S)=\binom np\binom nq-\binom n{p+1}\binom n{q-1}.$$

Neighbouring binomial coefficients are related by

$$\binom n{p+1}=\frac{n-p}{p+1}\binom np,\qquad
\binom n{q-1}=\frac{q}{n-q+1}\binom nq .$$

Taking out the common factor gives

$$D=\binom np\binom nq\,\frac{(p+1)(n-q+1)-(n-p)q}{(p+1)(n-q+1)}.$$

In the numerator the terms $-pq$ and $+pq$ cancel:

$$pn+p+n+1-q-nq=(n+1)(p-q+1)=(n+1)(2S+1).$$

Finally, $\binom{n+1}{p+1}=\frac{n+1}{p+1}\binom np$ and $\binom{n+1}{q}=\frac{n+1}{n-q+1}\binom nq$. Substitution leaves one factor $n+1$ in the denominator:

$$D(n,N,S)=\frac{2S+1}{n+1}\binom{n+1}{N/2-S}\binom{n+1}{N/2+S+1}.$$

For the problem this is $\frac17\binom73\binom74=\frac{35\times35}{7}=175$. For triplets in the same space it is $\frac37\binom72\binom75=\frac{3\times21\times21}{7}=189$. Triplets outnumber singlets even when only one value of $M$ is counted.

Two limits are easy to verify. With $S=0$ and either $N=0$ or $N=2n$, the formula gives one state, the empty or the full shell. Two electrons in two orbitals give $\frac13\binom31\binom32=3$ singlets: two closed-shell configurations and one open-shell singlet.

For singlets at half filling, $N=n$ with $n$ even, the number of CSFs relative to the number of $M=0$ determinants is

$$\frac{D(n,n,0)}{\binom n{n/2}^2}=\frac1{n+1}\left(\frac{n+1}{n/2+1}\right)^2=\frac{4(n+1)}{(n+2)^2}.$$

At $n=6$ this is $28/64=0.4375$, or 175 out of 400. For large $n$ it falls as $4/n$. Spin adaptation thus gives a growing saving, but the number of CSFs still grows almost as fast as the number of determinants.

## Which configurations supply the 175

$S_+$ leaves the orbital occupations unchanged, so the subtraction also works for each set of singly occupied orbitals. If there are $o$ of them, the $(6-o)/2$ doubly occupied orbitals are chosen from the remaining $6-o$. The number of singlet couplings of $o$ spins is $\binom o{o/2}-\binom o{o/2-1}$, where the second term is zero for $o=0$.

- No open shells: $20$ occupations with 1 coupling give 20.
- Two open shells: $\binom62\binom42=90$ occupations with 1 coupling give 90.
- Four open shells: $\binom64\binom21=30$ occupations with $6-4=2$ couplings give 60.
- Six open shells: 1 occupation with $20-15=5$ couplings gives 5.

The sum is again 175. The tempting rule allowed 3 couplings instead of 2 for four open shells, and 10 instead of 5 for six. Its surplus is $30\times1+1\times5=35$, the number of quintets.

The full set of spins gives another check. There are 175 singlets, 189 triplets, 35 quintets and 1 septet. Including all values of $M$,

$$175+3(189)+5(35)+7(1)=924=\binom{12}{6},$$

the number of ways to place six electrons in twelve spin orbitals.

## Methylene

For the example the bond length is set to 1.10 Å and the angle to 130 degrees. The orbitals are optimized separately for the lowest triplet and the lowest singlet by CASSCF(6,6) in the 6-31G basis. The energies are $-38.947792$ hartree for the triplet and $-38.894775$ hartree for the singlet. The gap at this fixed geometry is

$$0.053017\ \text{hartree}=1.44\ \text{eV},$$

with the triplet lower.

The order of the states shows why the distinction between $M=0$ and $S=0$ matters. The 400 determinants with $M=0$ include one component of every triplet. In the triplet's own orbitals, the lowest root of the full 400-dimensional problem therefore lies no higher than $-38.947792$ hartree, and it is not the singlet. Restricting the Hamiltonian to the 175 singlet CSFs removes this difficulty. In the singlet's orbitals, the lowest root of the $175\times175$ block is $-38.894775$ hartree, equal to the singlet CASSCF energy to the digits shown.

Molecular symmetry reduces the matrix further. Under $C_{2v}$, with B₁ the symmetry of the out-of-plane p orbital, the singlets divide into 56 of A₁, 36 of A₂, 39 of B₁ and 44 of B₂ symmetry, again 175 in all. The lowest singlet is found in the A₁ block of dimension 56, with the same energy. The figure of 175 therefore describes the active space before point-group symmetry is used, and a calculation that reports 56 CSFs for this state is consistent with it.

## What the active space leaves out

The count is exact for the stated space. The energy computed in that space is approximate, and the two should not be confused.

**Correlation.** Full configuration interaction in the same basis, with the core frozen, distributes the six electrons over 12 orbitals. The formula then gives $\frac1{13}\binom{13}{3}\binom{13}{4}=15\,730$ singlet CSFs. The energy drops by 0.88 eV for the triplet and by 0.94 eV for the singlet relative to CASSCF. Most of this cancels in the gap, which changes from 1.44 to 1.38 eV. Since 6-31G has no polarization functions, these numbers give only the size of the missing correlation within that small basis.

**Basis.** With the geometry and active space unchanged, CASSCF in the cc-pVTZ basis gives a gap of 0.93 eV. This change of 0.51 eV in the gap is far larger than the 0.06 eV by which external correlation changes the gap in 6-31G. The value 0.93 eV is not fully converged: cc-pVDZ gives 1.05 eV, and the single-determinant gap still falls by about 0.02 eV from cc-pVTZ to cc-pVQZ. The number of CSFs is 175 in every basis, so the count says nothing about the quality of the orbitals.

**Geometry.** Closing the angle from 130 to 100 degrees at fixed bond length lowers the singlet by 0.40 eV in CASSCF/6-31G. A gap taken at one geometry can thus differ considerably from the gap between relaxed states.

**Spin–orbit coupling.** This interaction breaks the separation into singlets and triplets on which the count rests. For one electron near a bare carbon nucleus of charge $Z=6$ it is, in atomic units,

$$h_{\rm so}=\frac{\alpha_{\rm fs}^2Z}{2}\,\frac{\mathbf l\cdot\mathbf s}{r^3},$$

with $\alpha_{\rm fs}$ the fine-structure constant. Consider the coupling of a closed-shell singlet $a^2$ to the triplet with one electron in each of $a$ and $b$, with the spin axis along the relevant component of $\mathbf l$. The $M=0$ triplet contains two determinants, each with amplitude of magnitude $1/\sqrt2$. Moving the electron from $b$ to $a$ brings a spin factor of magnitude $\tfrac12$ from each, and the two contributions add, giving $2\times\frac12\times\frac1{\sqrt2}=\frac1{\sqrt2}$. The matrix element has magnitude

$$\frac{\alpha_{\rm fs}^2Z}{2\sqrt2}\left|\left\langle a\left|\frac{l}{r^3}\right|b\right\rangle\right| .$$

Between the active orbitals returned by the singlet calculation, the largest such integral is 1.86 bohr⁻³, which gives 5.7 meV. This is only an estimate of scale. The active orbitals can be rotated among themselves without changing the CASSCF energy, and the largest integral changes with them. The estimate also ignores whether that orbital pair couples the two lowest states, and it omits the screening by the other electrons. Taken between the lowest singlet and triplet of the active space in 6-31G, the element is about 2.8 meV with bare nuclei and about 1.4 meV with mean-field screening, so 5.7 meV is high by a factor of two to four. Even 5.7 meV, divided by the gap of 1.44 eV, gives a first-order mixing amplitude of about 0.004, or a weight near $2\times10^{-5}$. At 130 degrees spin is a very good label. This does not hold at every geometry of CH₂. At 100 degrees, near the angle of the relaxed singlet, the CASSCF gap at fixed geometry is 0.56 eV in 6-31G, 0.09 eV in cc-pVDZ and below 0.01 eV in cc-pVTZ. The two surfaces nearly cross there, and a coupling of a few meV is no longer small compared with the gap. Near such a crossing, and in precursors containing heavy atoms, the mixing can be much larger, and singlet CSFs alone may no longer suffice.

## Beside the real molecule

The chosen bond length and angle are close to those of real triplet methylene, while the singlet is more strongly bent, at roughly 100 degrees. The measured separation between the relaxed states is roughly 0.4 eV. The 6-31G gap of 1.44 eV is far above this, mainly for two reasons visible in the numbers: the basis accounts for about 0.5 eV, and the unrelaxed singlet for about 0.4 eV. Subtracting both leaves about 0.5 eV. In cc-pVTZ itself the singlet drops by 0.46 eV rather than 0.40 eV, which places the singlet at 100 degrees 0.47 eV above the triplet at 130 degrees. This is still a rough reconciliation, since neither geometry is optimized and the correlation missing in cc-pVTZ is left out.

In a hot-filament reactor the gas may be near 2000 K, where $k_{\rm B}T=0.17$ eV. For thermal populations the relevant energy is the separation of relaxed states, which is little more than twice $k_{\rm B}T$; the threefold spin degeneracy of the triplet enters as well. Using the 1.44 eV gap instead would make the singlet appear far too rare. Both spin states deserve a calculation, with 175 CSFs for the singlets and 189 for each $M$ component of the triplets.

The counts and the main computed values are collected in the numerical output.

## Computed results

```
general formula: cases tested up to n = 5: 55
determinants with M = 0: 400
determinants with M = 1: 225
rank of S+ from M = 0 to M = 1: 225
Weyl row factors: 7/2, 5, 10
singlet CSFs, 6 electrons in 6 orbitals: 175
two-column tableaux counted one by one: 175
highest-weight vectors among the singlets: 1
CSFs with S = 0: 175
CSFs with S = 1: 189
CSFs with S = 2: 35
CSFs with S = 3: 1
all states, sum of (2S+1) D: 924
open shells 0: 20 occupations x 1 couplings = 20
open shells 2: 90 occupations x 1 couplings = 90
open shells 4: 30 occupations x 2 couplings = 60
open shells 6: 1 occupations x 5 couplings = 5
CH2 bond: 1.10 angstrom; angle: 130 degrees
out-of-plane irrep: B1 ; in-plane B irrep: B2
singlet CSFs of symmetry A1: 56
singlet CSFs of symmetry A2: 36
singlet CSFs of symmetry B1: 39
singlet CSFs of symmetry B2: 44
CASSCF(6,6)/6-31G triplet energy: -38.947792 hartree
CASSCF(6,6)/6-31G singlet energy: -38.894775 hartree
lowest root of the 175 x 175 block: -38.894775 hartree
lowest root of the A1 singlet block: -38.894775 hartree
singlet-triplet gap, CASSCF/6-31G: 1.443 eV
same gap, frozen-core full CI/6-31G: 1.384 eV
same gap, CASSCF/cc-pVTZ: 0.929 eV
correlation outside the space, triplet: 0.879 eV
correlation outside the space, singlet: 0.938 eV
orbitals in the frozen-core full CI: 12
singlet CSFs in that full CI: 15730
singlet energy drop, 130 to 100 degrees: 0.401 eV
largest active <a|l/r^3|b>: 1.857 bohr^-3
spin-orbit element, bare nucleus: 5.71 meV
thermal energy kT at 2000 K: 0.172 eV
```
